\section*{Site Energies from a Langmuir–Freundlich Isotherm by Analytic Continuation}

\section{What the isotherm can be asked}

\textbf{Q.} I have a measured coverage that fits a Langmuir--Freundlich curve with exponent below one. People tell me this means the surface has a spread of binding energies. The curve has two parameters. How can it contain a whole distribution?

\textbf{A.} It can if we accept a model for each site and take the fitted curve as holding at all pressures. The curve, at one temperature $T$, is
\begin{equation}
\theta(p)=\frac{(Kp)^n}{1+(Kp)^n},\qquad 0<n<1 .
\label{lf}
\end{equation}
The model is this. The gas and the surface are in equilibrium, each site holds at most one molecule, sites do not influence each other, and they differ only in their binding energy $E$, counted positive for binding. A site then follows the Langmuir law with constant $K_0e^{E/kT}$, where $K_0$ is common to all sites. Let $E_0$ be the energy for which $K_0e^{E_0/kT}=K$, and define
\begin{equation}
x=\frac{E-E_0}{kT},\qquad u=\ln(Kp).
\end{equation}
Then $K_0p\,e^{E/kT}=e^{u+x}$, and a site of reduced energy $x$ has coverage $e^{u+x}/(1+e^{u+x})=1/(1+e^{-x-u})$. If $F(x)\,dx$ is the fraction of sites between $x$ and $x+dx$, the total coverage is
\begin{equation}
\theta(u)=\int_{-\infty}^{\infty}\frac{F(x)\,dx}{1+e^{-x-u}} .
\label{mix}
\end{equation}
The task is to solve this integral equation for $F$. The density per unit energy is $f(E)=F(x)/kT$, because $dx=dE/kT$.

\textbf{Q.} The integral smears $F$ over a few $kT$. What undoes the smearing?

\textbf{A.} Pressure taken to negative values. Write $z=Kp=e^u$ and look at the empty fraction. One site contributes $1/(1+ze^{x})=e^{-x}/(e^{-x}+z)$. With $s=e^{-x}$ we have $dx=-ds/s$; the minus sign reverses the limits, and the factor $s$ cancels:
\begin{equation}
1-\theta=\int_0^\infty\frac{F(-\ln s)}{s+z}\,ds .
\label{stieltjes}
\end{equation}
For $z>0$ the denominator never vanishes. At $z=-s_0$ it vanishes for the sites with $s=s_0$ alone, so the continued function singles out one energy.

\section{The continuation}

\textbf{Q.} Show me the sign. Such a cut can be approached from two sides.

\textbf{A.} Approach from above. Put $u=-x_0+i(\pi-\varepsilon)$ with small positive $\varepsilon$, and $s_0=e^{-x_0}$. Then $z=-s_0e^{-i\varepsilon}\simeq -s_0+i\eta$, with $\eta=s_0\varepsilon>0$. The imaginary part of the kernel is
\begin{equation}
\operatorname{Im}\frac{1}{s-s_0+i\eta}=-\frac{\eta}{(s-s_0)^2+\eta^2}\;\longrightarrow\;-\pi\,\delta(s-s_0),
\end{equation}
since the Lorentzian has area $\pi$ and shrinks to a point. Equation (\ref{stieltjes}) gives $\operatorname{Im}(1-\theta)=-\pi F(x_0)$. Hence, where $F$ is continuous,
\begin{equation}
F(x)=\frac1\pi\operatorname{Im}\,\theta(u=-x+i\pi),
\label{inv}
\end{equation}
with $i\pi$ reached from below. From the other side the sign is reversed.

\textbf{Q.} And for the curve I fitted?

\textbf{A.} Write (\ref{lf}) as $\theta=1/(1+e^{-nu})$. At $u=-x+i\pi$ the exponent is $-nu=nx-i\pi n$, so $\theta=1/D$ with $D=1+e^{nx}e^{-i\pi n}$. Use $1/D=D^*/|D|^2$:
\begin{align}
\operatorname{Im}D^*&=e^{nx}\sin(\pi n),\\
|D|^2&=1+2e^{nx}\cos(\pi n)+e^{2nx}\nonumber\\
&=2e^{nx}\left[\cosh(nx)+\cos(\pi n)\right].
\end{align}
The factors $e^{nx}$ cancel, and (\ref{inv}) yields
\begin{equation}
F(x)=\frac{1}{2\pi}\,\frac{\sin(\pi n)}{\cosh(nx)+\cos(\pi n)} .
\label{F}
\end{equation}
It is positive, because $\sin(\pi n)>0$ and $\cosh(nx)\ge1>-\cos(\pi n)$ for $0<n<1$. It is also even in $x$, so $E_0$ is its centre.

\textbf{Q.} You assumed that some $F$ exists and then read it off. Perhaps none exists.

\textbf{A.} Then (\ref{F}) must be shown to return the isotherm. Let $G(z)=1/(1+z^n)$ in the plane cut along the negative axis, $|\arg z|<\pi$. A pole needs $z^n=-1$, thus $|\arg z|=\pi/n$ or more, which exceeds $\pi$. There are no poles, and Cauchy's formula holds on a contour made of a large circle, a small circle about zero and the two sides of the cut. On the large circle of radius $R$, $|G|$ falls as $R^{-n}$ while length over distance stays finite, so its part vanishes. On the small circle $G$ is bounded and the length goes to zero.

The contour runs inward above the cut and outward below it. With $\zeta=-s$ on both sides, $d\zeta/(\zeta-z)=ds/(s+z)$, and
\begin{equation}
G(z)=\frac{1}{2\pi i}\int_0^\infty\frac{G_-(s)-G_+(s)}{s+z}\,ds .
\end{equation}
Here $G_\pm$ are the values above and below, complex conjugates of each other, so $G_--G_+=-2i\operatorname{Im}G_+$. As $G=1-\theta$, $\operatorname{Im}G_+=-\pi F$. The right side becomes $\int_0^\infty F(-\ln s)\,ds/(s+z)$, which is (\ref{stieltjes}). Letting $z\to0$ gives $1=\int F(-\ln s)\,ds/s=\int F\,dx$, so the area is one.

\textbf{Q.} Could a different distribution give the same curve?

\textbf{A.} Not within this site model. Differentiate (\ref{mix}):
\begin{equation}
\frac{d\theta}{du}=\int F(x)\,\ell(x+u)\,dx,\qquad \ell(v)=\frac{e^v}{(1+e^v)^2}.
\label{slope}
\end{equation}
Take the transform $L(k)=\int\ell(v)e^{ikv}dv$. Moving the line of integration up by $2\pi i$ leaves $\ell$ unchanged and multiplies the integral by $e^{-2\pi k}$. The one pole between the lines is at $v=i\pi$, where $\ell=-1/[4\sinh^2(w/2)]=-1/w^2+\dots$ with $w=v-i\pi$. The residue of $e^{ikv}\ell$ is therefore $-ik\,e^{-\pi k}$, and
\begin{equation}
L(k)\left(1-e^{-2\pi k}\right)=2\pi k\,e^{-\pi k}
\;\Rightarrow\;
L(k)=\frac{\pi k}{\sinh\pi k}.
\end{equation}
This is nonzero for every real $k$. Transforming (\ref{slope}) gives a product, $\hat F(k)L(k)$ with $\hat F(k)=\int F e^{-ikx}dx$, so the curve fixes $\hat F$ and hence $F$. For our curve $d\theta/du=n\,\ell(nu)$, whose transform is $L(k/n)$. Thus
\begin{equation}
\hat F(k)=\frac{L(k/n)}{L(k)}=\frac{\sinh(\pi k)}{n\sinh(\pi k/n)} .
\label{Fhat}
\end{equation}

\section{Width, limits and failure}

\textbf{Q.} How wide is it, in terms I can use?

\textbf{A.} For small $a$, $\sinh a\simeq a(1+a^2/6)$, so $\hat F\simeq1-(\pi^2k^2/6)(1/n^2-1)$. Comparison with $1-\sigma_x^2k^2/2$ gives
\begin{equation}
\sigma_x^2=\frac{\pi^2}{3}\left(\frac1{n^2}-1\right).
\label{var}
\end{equation}
At half the peak height the denominator of (\ref{F}) is doubled: $\cosh(nx)+\cos\pi n=2(1+\cos\pi n)$. The full width is therefore $2\operatorname{arccosh}(2+\cos\pi n)/n$.

For site fractions, set $t=\tanh(nx/2)$, so that $\cosh nx=(1+t^2)/(1-t^2)$ and $dx=2\,dt/[n(1-t^2)]$. With $b=\tan(\pi n/2)$ the half-angle formulas reduce $F\,dx$ to $b\,dt/[\pi n(1+b^2t^2)]$. The fraction of sites below $x$ is
\begin{equation}
C(x)=\frac12+\frac{1}{\pi n}\arctan\!\left[\tan\frac{\pi n}{2}\,\tanh\frac{nx}{2}\right].
\label{cdf}
\end{equation}

\textbf{Q.} What happens at $n=1$, and above it?

\textbf{A.} As $n\to1$, (\ref{Fhat}) tends to one for each $k$, the transform of a single energy, and the Langmuir law returns. Above one no distribution exists. Since $\ell\le1/4$, (\ref{slope}) says that no mixture can have $d\theta/du$ above $1/4$, whereas the curve has $n/4$ at half coverage. A fitted $n>1$ needs another cause, such as attraction between molecules.

\textbf{Q.} Below one, then, a fit proves heterogeneity?

\textbf{A.} No. Take identical sites on which a molecule splits and occupies two sites, with randomly mixed fragments. Balance gives $Kp(1-\theta)^2=\theta^2$. The positive root is $\theta/(1-\theta)=(Kp)^{1/2}$, which is (\ref{lf}) with $n=1/2$ and no spread at all.

Repulsion also imitates it. In mean field let the binding on identical sites fall linearly by $w$ from empty to full surface. With half coverage kept at $u=0$,
\begin{equation}
\ln\frac{\theta}{1-\theta}+\frac{w}{kT}\left(\theta-\tfrac12\right)=u .
\label{rep}
\end{equation}
At $\theta=1/2$ this has $du/d\theta=4+w/kT$, against $4/n$ for (\ref{lf}). The slopes agree if $w=4kT(1/n-1)$. Equation (\ref{F}) is the underlying distribution only if such mechanisms are excluded by other evidence.

\section{Water on an alumina surface}

\textbf{Q.} Put numbers on it for a deposition process.

\textbf{A.} Consider reversible molecular water on hydroxylated alumina, as between pulses of atomic layer deposition. I take rough values: $T=400$~K, $n=0.6$, half coverage at $p_{1/2}=0.1$~Torr, $N_s=5$ sites/nm$^2$, attempt rate $\nu=10^{13}$~s$^{-1}$, and sticking of every molecule that meets an empty site. The arrival rate per site at $p_{1/2}$ is
\begin{equation}
r_0=\frac{p_{1/2}}{N_s\sqrt{2\pi mkT}}=8.3\times10^4~\mathrm{s^{-1}},
\end{equation}
with $m$ the mass of a water molecule. A site with $x=0$ is then half full, so its desorption rate $\nu e^{-E_0/kT}$ equals $r_0$. With $kT=0.0345$~eV,
\begin{equation}
E_0=kT\ln\frac{\nu}{r_0}=0.64~\mathrm{eV}.
\end{equation}
Equation (\ref{var}) gives a standard deviation of $0.0345\,(\pi/\sqrt3)\sqrt{1/0.36-1}=0.083$~eV. The full width at half maximum is $3.72\,kT=0.128$~eV. By (\ref{cdf}), 1.6\% of the sites bind more than 0.2~eV above $E_0$.

At 0.001, 0.01, 0.1 and 1~Torr the coverages are 0.059, 0.20, 0.50 and 0.80. Identical sites of energy $E_0$ would give 0.010, 0.091, 0.50 and 0.91. The strong sites fill early and the weak ones late.

\textbf{Q.} Why should 1.6\% of the sites concern me?

\textbf{A.} Because they empty last. Start at $p_{1/2}$, remove the gas, and let molecules leave without returning. A site of energy $x$ empties at rate $r_0e^{-x}$. For long times the sites still occupied have large $x$. They began nearly full, and there $\cosh nx\simeq e^{nx}/2$, so $F\simeq(\sin\pi n/\pi)e^{-nx}$. With $q=r_0te^{-x}$, so that $dx=-dq/q$,
\begin{align}
\theta_{\rm left}(t)&\simeq\frac{\sin\pi n}{\pi}\int_{-\infty}^{\infty}e^{-nx}\exp(-r_0te^{-x})\,dx\nonumber\\
&=\frac{\sin\pi n}{\pi}(r_0t)^{-n}\int_0^\infty q^{n-1}e^{-q}dq
=\frac{(r_0t)^{-n}}{\Gamma(1-n)} .
\label{purge}
\end{align}
The last step uses $\Gamma(n)\Gamma(1-n)=\pi/\sin\pi n$. After 1~s this is $(8.3\times10^4)^{-0.6}/\Gamma(0.4)\simeq5\times10^{-4}$ of the sites, or about $2.5\times10^{-3}$ molecules per nm$^2$. Practically all of this sits on the 1.6\% of strong sites, of which only about 3\% are still occupied by then. After 10~s the fraction left is $1.3\times10^{-4}$. Ten times the purge buys a factor $10^{0.6}\simeq4$. On identical sites of energy $E_0$ the mean residence time would be 12~$\mu$s, and nothing appreciable would remain after 1~s.

\textbf{Q.} That power law rests on arbitrarily strong sites. Real sites have a strongest member.

\textbf{A.} Yes, and the same tail has a second consequence. At low pressure the initial slope is $d\theta/dz=\int Fe^x\,dx$, whose integrand grows as $e^{(1-n)x}$. It diverges, so the ideal curve has no Henry regime in which coverage is proportional to pressure. An upper cutoff makes the integral finite and restores Henry's law once even the strongest sites are nearly empty, well below $p_{1/2}e^{-x_{\max}}$.

Suppose the cutoff is 1.2~eV. It removes a fraction $3\times10^{-5}$ of the sites, and the crossover lies near $9\times10^{-9}$~Torr, far below the process range. The purge notices it sooner. Numerical integration with the stronger sites deleted gives $4.8\times10^{-4}$ after 1~s and $0.97\times10^{-4}$ after 10~s, which are 6\% and 23\% below the uncut values. The residence time at the cutoff is about 130~s, so (\ref{purge}) cannot be used at times of that order. At the other end, a fraction $7\times10^{-6}$ of the ideal distribution has negative binding energy, which is negligible here.

\textbf{Q.} How well could I tell your distribution from repulsion in this example?

\textbf{A.} Poorly from one isotherm, unless the small coverages are measured accurately. The matching repulsion is $w=4(0.0345)(1/0.6-1)=0.092$~eV. Solving (\ref{rep}) numerically from 0.001 to 1~Torr gives a coverage that differs from (\ref{lf}) by at most 0.027. An error of 0.03 of a full layer in each coverage could hide this. The low pressures tell more: at 0.001~Torr the two coverages are 0.059 and 0.034, so data with a small relative error there would separate these two curves. In practice $w$ and the pressure scale would both be fitted, which makes the task harder. Over the same pressures such a fit lowers the largest absolute difference to 0.014 or, if the relative difference is minimized instead, brings that down to about 9\%.

\textbf{Q.} Suppose heterogeneity is established. Is the smooth shape of $F$ then real?

\textbf{A.} Not in its details. A component of $F$ with wave number $k$ enters the slope multiplied by $\pi k/\sinh\pi k$, which falls as $2\pi ke^{-\pi k}$. Inversion multiplies measurement noise by the reciprocal. To see how little a ripple can alter the coverage, multiply $F$ by one plus a cosine of amplitude 0.5 and restore unit area. The product also contains wave numbers smaller than that of the cosine, which are smeared less, so the change is not set by the factor at the cosine's wave number alone. With a crest of the cosine at $E_0$ and a period of 0.06~eV, integration of (\ref{mix}) changes the coverage by at most $1.9\times10^{-4}$ between 0.001 and 1~Torr; for 0.12~eV the change reaches 0.0074. Shifting the ripple by a quarter period roughly doubles both changes. Part of each change can be absorbed by refitting $n$ and $K$; what remains at the worst pressure is 1 to $2\times10^{-4}$ for the faster ripple and 0.003 to 0.008 for the slower one, depending on the position of the crests and on how the fit is weighted. The slower ripple might be seen if the coverage errors are smaller than that, while the faster one would need errors below about $10^{-4}$ of a full layer. Continuing a fitted formula gives the distribution belonging to that formula, not a resolved spectrum of sites.

\textbf{Q.} Then measure at a second temperature. Does the same $n$ hold?

\textbf{A.} No, if $f(E)$ is a fixed property of the surface. At $T'$ the reduced energy is $y=xT/T'$, and the tail $e^{-nx}$ becomes $e^{-(nT'/T)y}$. As long as $m=nT'/T$ is below one, shifting $y$ by $-u$ in the mixture integral brings out a factor $e^{mu}$, so the low-pressure exponent is $m$. The overall width follows another rule. The variance of $d\theta/du$, read as a density in $u$, is the sum of the site-energy and Langmuir variances:
\begin{equation}
\frac{\pi^2}{3}\left[\left(\frac{T}{T'}\right)^2\left(\frac1{n^2}-1\right)+1\right]
=\frac{\pi^2}{3n_{\rm v}^2},
\end{equation}
where $n_{\rm v}$ is the exponent of the Langmuir--Freundlich curve with that variance. Setting $n_{\rm v}=nT'/T$ leads to $n^2(T'/T)^2=n^2$, hence $T'=T$. If instead $nT'/T\ge1$, the low-pressure exponent is one (at equality it is approached only slowly, because $\theta$ then goes as $|u|e^{u}$); a curve (\ref{lf}) with that exponent would need $n_{\rm v}=1$, but the left side above exceeds $\pi^2/3$, so $n_{\rm v}<1$. At any temperature other than $T$, then, the curve is not of the form (\ref{lf}).

At 450~K the low-pressure exponent of the ideal distribution, approached only well below 0.001~Torr, is 0.675, $n_{\rm v}$ is 0.645, and the slope at half coverage corresponds to 0.638. A fit would return some compromise that depends on its pressure range. Half coverage moves to 0.84~Torr, with $\nu$ and $N_s$ held fixed. In the mean-field repulsion model with fixed $w$, the same mid-slope rule gives $n=1/(1+w/4kT')$, or 0.628 at 450~K, so the change of mid-slope over these 50~K hardly separates the two models.

\textbf{Q.} Which of your assumptions would a real reactor break first?

\textbf{A.} The numbers above, $n$ in particular, are illustrations. Real water can also dissociate into hydroxyl groups and recombine over barriers, which the model omits. Gas leaving one site can land on another, and narrow features delay its escape. Readsorption makes the purge slower than (\ref{purge}); its size depends on reactor and feature geometry and is not estimated here.

Other effects can be sized. A site approaches its equilibrium coverage at a rate equal to the sum of its arrival and desorption rates. At 0.001~Torr with unit sticking the time constant is therefore at most about 1.2~ms, so a dose of one second reaches equilibrium if gas supply is not limiting. If a second layer binds by roughly 0.45~eV with the same prefactor, it sits on at most 0.4\% of the sites at 0.1~Torr and 4\% at 1~Torr. The common prefactor is a weaker point: a tenfold change in $\nu$ shifts the inferred energy by $kT\ln10=0.079$~eV, nearly the whole standard deviation. The value $10^{13}$~s$^{-1}$ is also likely to be low for water: with a binding of 0.45~eV it implies a saturation pressure near 26~Torr at 400~K, against about 1800~Torr for liquid water, which corresponds to $\nu\approx7\times10^{14}$~s$^{-1}$. With that prefactor $E_0$ rises to about 0.79~eV and the residence time at a 1.2~eV cutoff drops to about 2~s, so the cutoff estimates and the half-coverage pressure at 450~K change, whereas the width of the distribution and the uncut law (\ref{purge}), which involve only $n$, $kT$ and $r_0$, do not. Strictly, then, the isotherm gives the distribution of the logarithm of the site constant, and calling it a distribution of binding energy requires that the standard deviation of $\ln\nu$ among the sites be much smaller than that of $x$, which is 2.4 here.

All numerical values are calculated from the stated model.
